# Two-Trap Chains and the T^(4/3) Conductance of an Amorphous Barrier

## Result and model

An amorphous insulating film of thickness $d$ and area $S$ separates two metal electrodes. Electrons can cross it through localized traps. Chains of two traps contribute to the low-bias conductance

$$
G_2=2I_2\,\Gamma(\tfrac13)^3\,e^2Sg^2\,kT\left(\frac a2\right)^2\pi a\Delta\,K ,\tag{1}
$$

$$
K=(\gamma_0^2\nu)^{1/3}e^{-2d/3a},\qquad \Delta=\frac d3+\frac a3\ln\frac{\nu}{\gamma_0},\qquad \nu\propto T .\tag{2}
$$

Thus $G_2\propto T\cdot T^{1/3}=T^{4/3}$, apart from the slowly varying length $\Delta$. This is the Glazman–Matveev law for two traps. It describes one term of the conductance, not the total.

Here $g$ is the trap density per volume and energy, uniform near the Fermi level, and $a$ is the decay length of the trap amplitude. The rate $\gamma_0$ sets the coupling to the electrodes, $K$ is the common rate of the three steps in the chain with the smallest sum of inverse rates, $\Delta$ is its trap separation, and $I_2=6.204$ is an energy integral. The symbol $\Gamma(\cdot)$ denotes the gamma function.

The traps lie at depths $x_1<x_2$. Each holds at most one electron, and spin is ignored at first. Trap 1 exchanges electrons elastically with the left electrode, trap 2 with the right one, at rates

$$
\gamma_L=\gamma_0e^{-2x_1/a},\qquad \gamma_R=\gamma_0e^{-2(d-x_2)/a}. \tag{3}
$$

Filling a trap from an electrode carries an additional Fermi factor $f$, and emptying it carries $1-f$. Between the traps the electron hops by emitting or absorbing one acoustic phonon. The bias satisfies $eV\ll kT$, and successive steps are incoherent.

## The phonon-assisted hop

For short-range traps a distance $r$ apart, the wave function outside them is a sum of terms $c_ie^{-\kappa r_i}/r_i$, where $r_i$ is the distance from trap $i$. An isolated trap has $\kappa=1/a$, so near each trap the wave function must be proportional to $1/r_i-1/a$. Near trap 1 the sum is

$$
c_1\left(\frac1{r_1}-\kappa\right)+c_2\frac{e^{-\kappa r}}r .
$$

For equal traps $c_2=\pm c_1$, and the boundary condition gives $\kappa-1/a=\pm e^{-\kappa r}/r$. To leading order $\delta\kappa=\pm e^{-r/a}/r$. The energy is $-\hbar^2\kappa^2/2m$, and the trap depth is $E_b=\hbar^2/2ma^2$. The two levels therefore shift by $\mp t$, where

$$
t=\frac{\hbar^2}{mar}e^{-r/a}=2E_b\frac ar e^{-r/a}. \tag{4}
$$

Now let the site energies differ by $\varepsilon=E_1-E_2>0$, with $t\ll\varepsilon$. The in-phase combination is the lower one for equal traps, so the coupling between the sites is $-t$. First-order mixing turns the site states into $|1\rangle-(t/\varepsilon)|2\rangle$ and $|2\rangle+(t/\varepsilon)|1\rangle$. A phonon that shifts the site energies by $v_1$ and $v_2$ connects these states with an element of magnitude

$$
|M|=\frac t\varepsilon|v_1-v_2| . \tag{5}
$$

A shift common to both sites causes no transition.

The shift is the deformation potential $D$ times the local dilatation. For mass density $\rho$, sound speed $s$ and normalization volume $\Omega$, a phonon of wave number $q$ has the coupling $Dq\sqrt{\hbar/(2\rho\Omega sq)}\,F(q)e^{i\mathbf q\cdot\mathbf r_i}$. The factor $F$ averages the wave over the trap density $e^{-2r/a}/(2\pi ar^2)$:

$$
F(q)=\frac2a\int_0^\infty e^{-2r/a}\frac{\sin qr}{qr}\,dr=\frac2{qa}\arctan\frac{qa}2 . \tag{6}
$$

The angular average of $|1-e^{i\mathbf q\cdot\mathbf r}|^2$ is $2[1-\sin(qr)/(qr)]$. With $N$ the Bose occupation, the golden rule for emission reads

$$
W=\frac{2\pi}\hbar\frac{t^2}{\varepsilon^2}\int\frac{4\pi q^2dq}{(2\pi)^3}\,
\frac{D^2\hbar q}{2\rho s}F^2\,2\left[1-\frac{\sin qr}{qr}\right](1+N)\,\delta(\hbar sq-\varepsilon).
$$

The delta function sets $q=\varepsilon/\hbar s$ and contributes $1/\hbar s$. The prefactors combine to $D^2t^2q^3/(\pi\rho\hbar s^2\varepsilon^2)$, so

$$
W=\frac{D^2t^2}{\pi\rho\hbar^4s^5}\,\varepsilon(1+N)\left[1-\frac{\sin qr}{qr}\right]F(q)^2 . \tag{7}
$$

For absorption, $\varepsilon$ becomes $|\varepsilon|$ and $1+N$ becomes $N$.

When typical phonons satisfy $qr\gg1$ and $qa\ll1$, the bracket and $F$ are close to one. This requires

$$
\hbar s/\Delta\ll kT\ll\hbar s/a . \tag{8}
$$

With $u_i=E_i/kT$, measured from the Fermi level, emission and absorption then share one formula:

$$
W_{12}=w\,h(u_1-u_2),\quad w=\nu e^{-2r/a},\quad h(u)=\frac u{1-e^{-u}}, \tag{9}
$$

$$
\nu=kT\,\frac{D^2t_0^2}{\pi\rho\hbar^4s^5},\qquad t_0=2E_b\frac a{d/3}. \tag{10}
$$

The slow factor $1/r$ in $t$ has been frozen at $r=d/3$. Since $h(u)/h(-u)=e^u$, the rates obey detailed balance. The factor $T$ in $\nu$ comes from the phonon phase space and coupling, $q^3\propto\varepsilon^3$, divided by $\varepsilon^2$ from the mixing.

## Conductance of one chain

The pair has four charge states: 00, 10, 01 and 11, the last costing a repulsion energy $U$. In equilibrium the flow from state $i$ to state $j$ equals the reverse flow; call it $F_{ij}$. Write the perturbed probabilities as $p_i(1+\phi_i)$.

Raising the electrochemical potential of the electrons in an electrode by $\upsilon kT$ changes $\ln f$ by $(1-f)\upsilon$ and $\ln(1-f)$ by $-f\upsilon$. The net flow of electrons into a trap is then, to first order, $F_{ij}(\phi_i-\phi_j+\upsilon)$. Each transition is thus a resistor $1/F_{ij}$ with a possible driving term. Shifts of the trap levels by the applied field move driving terms between the resistors of a loop, but leave their sum at $eV/kT$.

There are two independent loops, and each carries one electron from left to right:

- Through the empty pair: $00\to10\to01\to00$.
- Through the full pair: $01\to11\to10\to01$.

They share the hop $10\to01$. With $U'=U/kT$, the resistances are

$$
\begin{aligned}
R_h&=\frac1{p_{10}W_{12}},\qquad
R_e=\frac1{p_{00}\gamma_Lf(u_1)}+\frac1{p_{00}\gamma_Rf(u_2)},\\
R_f&=\frac1{p_{01}\gamma_Lf(u_1+U')}+\frac1{p_{10}\gamma_Rf(u_2+U')}.
\end{aligned}\tag{11}
$$

If the loop currents are $i_e$ and $i_f$, then

$$
i_eR_e+(i_e+i_f)R_h=i_fR_f+(i_e+i_f)R_h=eV/kT .
$$

Hence $i_eR_e=i_fR_f$. Solving for the sum of the currents and multiplying by $e/V$ gives

$$
G_{\rm chain}=\frac{e^2}{kT}\left[R_h+\frac{R_eR_f}{R_e+R_f}\right]^{-1}. \tag{12}
$$

If all three rates are multiplied by a number, $G_{\rm chain}$ is multiplied by the same number. This property, rather than the detailed charge statistics, fixes the temperature exponent at a given $U/kT$.

For $U\gg kT$ one loop dominates. When both levels are near the Fermi level, 11 is inaccessible and $R_f$ is very large. The remaining flows are $\gamma_L\varphi_L$, $w\varphi_h$ and $\gamma_R\varphi_R$, with

$$
\varphi_L=\frac{f(u_1)}Z,\quad \varphi_h=\frac{e^{-u_1}h(u_1-u_2)}Z,\quad
\varphi_R=\frac{f(u_2)}Z,\quad Z=1+e^{-u_1}+e^{-u_2}. \tag{13}
$$

A second energy window has both levels near $-U$, where 00 is inaccessible. Setting $y_i=-(u_i+U')$ and measuring weights from that of 11, the electrode flows become $\gamma_Lf(y_1)/Z$ and $\gamma_Rf(y_2)/Z$. The hop flow is $we^{-y_2}h(y_2-y_1)/Z$, which detailed balance turns into $we^{-y_1}h(y_1-y_2)/Z$. These are the flows (13) again, so the second window doubles the result.

## Optimization

For traps on a line normal to the film, the three tunnelling distances add up to $d$, and

$$
\gamma_L\gamma_Rw=\gamma_0^2\nu e^{-2d/a}=K^3 . \tag{14}
$$

Moving the traps redistributes the rates without changing their product. The inequality of arithmetic and geometric means gives

$$
\frac1{\gamma_L}+\frac1{\gamma_R}+\frac1w\ge\frac3K ,
$$

with equality when all three rates equal $K$. Since $\nu\propto T$ enters a product of three rates, $K\propto T^{1/3}$. When the hop becomes faster, the optimal traps move apart and closer to the electrodes, so part of the gain passes to the elastic steps.

The condition $\gamma_L=K$ gives $x_1=(a/2)\ln(\gamma_0/K)$. The condition $w=K$ gives

$$
\Delta=\frac a2\ln\frac\nu K
=\frac a2\left[\ln\nu-\frac{2\ln\gamma_0+\ln\nu}3+\frac{2d}{3a}\right]
=\frac d3+\frac a3\ln\frac\nu{\gamma_0}. \tag{15}
$$

## Average over positions and energies

Many chains near the optimum act in parallel. A transverse offset $\boldsymbol\varrho$ between the traps lengthens the hop by about $\varrho^2/2\Delta$. Define $\eta=\varrho^2/(a\Delta)$ and

$$
\gamma_L=Ke^\alpha,\qquad \gamma_R=Ke^\beta,\qquad w=Ke^{-\alpha-\beta-\eta}. \tag{16}
$$

From (3), $dx_1dx_2=(a/2)^2d\alpha\,d\beta$ in magnitude, and $d^2\varrho=\pi\,d(\varrho^2)=\pi a\Delta\,d\eta$. Holding $\Delta$ at its optimum in this measure is correct to leading order in $a/\Delta$. The limits on $\alpha$ and $\beta$ can be extended to infinity because the integrand decays exponentially.

The required integral has the form

$$
J=\int\!\!\int_{-\infty}^{\infty}\frac{d\alpha\,d\beta}{Ae^{-\alpha}+Be^{-\beta}+Ce^{\alpha+\beta}} .
$$

Shifting $\alpha$ and $\beta$ can make the three coefficients equal. Their product $ABC$ does not change, so each becomes $(ABC)^{1/3}$ and $J=c\,(ABC)^{-1/3}$, where $c$ is the integral for $A=B=C=1$.

To find $c$, write the reciprocal of the denominator as $\int_0^\infty d\tau\,e^{-\tau(\ldots)}$ and set $X=\tau e^{-\alpha}$, $Y=\tau e^{-\beta}$, $Q=\tau e^{\alpha+\beta}$. Then $XYQ=\tau^3$. The Jacobian from $(\ln\tau,\alpha,\beta)$ to $(\ln X,\ln Y,\ln Q)$ is 3, and $d\tau=\tau\,d\ln\tau$. Therefore

$$
c=\frac13\left[\int_0^\infty X^{1/3-1}e^{-X}dX\right]^3=\frac{\Gamma(1/3)^3}3 . \tag{17}
$$

In a chain, $A=1/\varphi_L$, $B=1/\varphi_R$ and $C=e^\eta/\varphi_h$. The transverse integral is $\int_0^\infty e^{-\eta/3}d\eta=3$, and the energies leave

$$
I_2=\int\!\!\int du_1du_2\,(\varphi_L\varphi_h\varphi_R)^{1/3}=6.204 . \tag{18}
$$

With $dE_1dE_2=(kT)^2du_1du_2$ and two charge windows,

$$
G_2=2\,\frac{e^2}{kT}\,Sg^2(kT)^2\left(\frac a2\right)^2\pi a\Delta\,K\cdot3c\,I_2 .
$$

Since $3c=\Gamma(1/3)^3$, this is (1). Two energies supply $T^2$, linear response supplies $T^{-1}$, and the optimized rate supplies $T^{1/3}$.

By (15), $d\Delta/d\ln T=a/3$. The local exponent of the closed formula is therefore

$$
\frac{d\ln G_2}{d\ln T}=\frac43+\frac a{3\Delta}. \tag{19}
$$

Direct integration over energies and exact trap geometry, with the hop law (9), tests these statements. For the material parameters of the example below at 40 K, the direct result exceeds (1) by 2.5% at $d=100a$ and by 0.6% at $d=400a$. Extrapolated linearly in $1/\Delta$, the ratio tends to 1.0000. At $d=100a$ the direct exponent is 1.3433, against 1.3435 from (19).

## Other chain lengths and the cold limit

For $n$ traps there are $n+1$ steps, of which $n-1$ are hops. The same equalization gives

$$
K_n=(\gamma_0^2\nu^{n-1})^{1/(n+1)}e^{-2d/[(n+1)a]},\qquad
G_n\propto g^nT^{n-1}K_n\propto T^{\,n-2/(n+1)}, \tag{20}
$$

apart from slow factors. The exponents are 0, 4/3 and 5/2 for one, two and three traps. Longer chains have a weaker exponential suppression but need more traps with suitable energies.

At fixed temperature and decay length, the leading dependences are

$$
\frac{G_2}{G_1}\propto g\,e^{d/3a},\qquad \frac{G_3}{G_2}\propto g\,e^{d/6a}. \tag{21}
$$

If a thicker film has fewer traps, so that $ge^{d/3a}$ stays constant, $G_2/G_1$ is preserved while $G_3/G_2$ falls as $e^{-d/6a}$. That combination widens the range in which two-trap chains dominate.

Below the window (8), $kT\ll\hbar s/\Delta$ and the phonon wavelength exceeds the separation. Both sites then move almost together, and the bracket in (7) becomes $(qr)^2/6\propto\varepsilon^2$. The hop prefactor scales as $T^3$, so $K\propto T$ and

$$
G_2\propto T^2\qquad(kT\ll\hbar s/\Delta), \tag{22}
$$

again apart from slow factors. This law concerns the phonon-assisted term only. In the example below, that term is already smaller than the temperature-independent one-trap term at 6 K, so the total conductance would not show $T^2$. Above the window, $F(q)$ decreases with phonon energy and weakens the one-phonon hop. This lowers the exponent as long as multiphonon hops are negligible.

## Example: a thin silicon carbide cap film

Consider a leaky hydrogenated amorphous silicon carbide film of the kind used to cap copper lines. The rough parameters are $d=10$ nm, $E_b=0.60$ eV, effective mass 0.40 electron masses, $g=5\times10^{18}$ cm$^{-3}$eV$^{-1}$, $S=1$ mm$^2$, $\gamma_0=10^{14}$ s$^{-1}$, $D=1$ eV, $\rho=2000$ kg/m$^3$ and $s=8000$ m/s. At 40 K, $kT=3.447$ meV.

The depth and mass give $a=0.3984$ nm, so $d/a=25.10$. Equation (10) gives $\nu=2.94\times10^{14}$ s$^{-1}$, and

$$
K=(10^{28}\times2.94\times10^{14})^{1/3}e^{-16.732}\ {\rm s^{-1}}=7.75\times10^6\ {\rm s^{-1}} .
$$

The separation is $\Delta=3.333+0.1328\ln2.94=3.477$ nm, with the traps at 3.26 and 6.74 nm. There $t=0.022$ meV, far below $kT$, as the mixing formula (5) requires for typical level differences. The occupation factors in (13) make each electrode rate of the most conductive chain twice its hop rate $w$, and its separation 3.57 nm; the integral (18) accounts for them.

For (1), the numerical factor is $2\times6.204\times19.226=238.6$. In nm and eV, $Sg^2kT=8.62\times10^4$ nm$^{-4}$eV$^{-1}$, and $(a/2)^2\pi a\Delta=0.1727$ nm$^4$. Since $e^2/(1\,{\rm eV})=1.602\times10^{-19}$ C/V,

$$
\begin{aligned}
G_2&=1.602\times10^{-19}\times238.6\times8.62\times10^4\times0.1727\times7.75\times10^6\ {\rm S}\\
&=4.4\times10^{-6}\ {\rm S}=4.4\times10^{-4}\ {\rm S/cm^2}.
\end{aligned}
$$

At 0.5 mV the current density is $2.2\times10^{-7}$ A/cm$^2$. The ratio $eV/kT=0.145$ is small, and the field is $5\times10^{-4}$ MV/cm.

The phonon window is narrow: $\hbar s/\Delta$ corresponds to 17.6 K and $\hbar s/a$ to 153 K. Phonons in the contributing chains carry about $2kT$ on average, so both limits are felt at roughly half these temperatures. Exact geometry alone multiplies the closed result by 1.09. Including also the full rate (7), with its $1/r$ overlap, gives a factor 0.79 relative to the closed result. With that full rate the local exponent of $G_2$ is 1.64 at 20 K, 1.44 at 40 K and 1.30 at 80 K. The rise on cooling is in the direction of (22). The fall on heating has two causes: the interference bracket approaches one, and $F(q)$ decreases. With $F=1$ the exponent at 80 K would still be 1.41. The value 4/3 is crossed between 40 and 80 K; there is no broad plateau.

Other corrections change the magnitude at 40 K as follows:

- For a relative permittivity of 5 and screening by both electrodes, $U=44$ meV, or $12.8\,kT$. This changes $G_2$ by less than 1% from the strong-repulsion value at 40 K. The exponents above are for strong repulsion; with this $U$ they become 1.41 at 40 K and 1.17 at 80 K. Traps without mutual repulsion would give 0.61 of it.
- Spin, with double occupation of a trap still forbidden, multiplies $G_2$ by 1.24.
- Lattice displacement around the electron multiplies the squared overlap by a factor $e^{-0.48}$ from zero-point motion, for a phonon cutoff of 15 nm$^{-1}$. Because $K$ contains the cube root of the hop rate, this factor lowers $G_2$ by about 15%. If each electrode step is also reduced, by $e^{-0.24}$, and $\gamma_0$ does not already include this, the total reduction is about 27%. The exponent grows as $D^2$ and reaches 4.3 at $D=3$ eV, so the weak-coupling, one-phonon treatment is limited to $D$ near 1 eV or below. The value used here is an assumption, not a measurement; a film with a deformation potential of several eV would need a multiphonon treatment. At 40 K and $D=1$ eV the thermal part of the exponent is below 0.02.
- A level shift of $kT$ changes the decay length enough to alter $\ln K$ by about 0.05.

The other transport channels change the exponent of the total conductance. One-trap tunnelling gives $G_1=0.07\,G_2$. For three traps, the numerical output assumes three charge windows and gives $G_3=0.40\,G_2$, with a local exponent of 1.63 for $G_1+G_2+G_3$. This is an underestimate. Filling the first trap, the two hops and emptying the last trap can follow one another in six cyclic orders, each with its own charge states. At strong repulsion these six windows have similar weights, which raises $G_3$ to roughly $0.8\,G_2$ and the exponent of the sum to about 1.8. These values use the closed forms with the ideal hop law (9). With exact geometry, the full rate (7) and the screened repulsions, of which the one between the outer traps is only about $5\,kT$, they become roughly $G_3=0.6\,G_2$ and 1.7. Two- and three-trap chains are thus comparable, and a measurement on this model film would not show 4/3 at 40 K. Elastic resonance between two nearly aligned traps, left out of these sums, adds a nearly temperature-independent term of order $0.1\,G_2$, comparable to $G_1$. An estimate without repulsion gives 0.09 to 0.16 of the closed $G_2$, depending on whether strongly coupled pairs are counted, and this term lowers the exponent of the total somewhat. Direct tunnelling, about $10^{-16}$ S, is negligible.

The result cannot be carried over to room temperature or to large fields. Extrapolating $G_3/G_2\propto T^{7/6}$ from 40 to 300 K raises this ratio about tenfold, to well above one, so longer chains take over; 300 K also lies above the phonon window. At 1 MV/cm the voltage across 10 nm is 1 V, far outside linear response. The calculated conductance is thus a cryogenic, low-bias estimate for the stated traps, not a prediction of operating leakage. The remaining computed values are listed in the numerical output.

## Computed results

```
thickness 10.0 nm; trap depth 0.60 eV; mass 0.40 m_e
trap density 5.00e+18 per cm3 eV; area 1.00 mm2
lead attempt rate 1.00e+14 1/s; deformation potential 1.00 eV
mass density 2000 kg/m3; sound speed 8000 m/s
permittivity ratio 5.0; Debye cutoff 15.0 1/nm
temperature 40.0 K; kT 3.447 meV; bias 0.50 mV
decay length a 0.3984 nm; d/a 25.10
hop prefactor nu 2.940e+14 1/s; common rate K 7.752e+06 1/s
optimal positions 3.262 and 6.738 nm; separation 3.477 nm
overlap energy at optimum 0.0223 meV
energy integral I2 6.2041; Gamma(1/3)^3 19.2260
two-trap conductance G2 4.410e-06 S = 4.410e-04 S/cm2
current 2.205e-09 A; density 2.205e-07 A/cm2
G2 / conductance of one optimal zero-energy chain 1.748e+05
ideal exponent 1.3333; with gap factor 1.3715
d=100a exponent: direct 1.34326, predicted 1.34350
direct/closed G2: d=100a 1.0249, d=400a 1.0062
direct/closed G2 extrapolated to infinite thickness 1.00000
golden rule quadrature/formula 1.00003
example: direct ideal/closed G2 1.0932
example: direct with full phonon rate/closed G2 0.7919
relative shift on finer energy grid -5.1e-07
full phonon rate: local exponent at 20 K 1.638
full phonon rate: local exponent at 40 K 1.440
full phonon rate: local exponent at 80 K 1.299
phonon window: hbar s/gap 17.6 K; hbar s/a 153.4 K
screened repulsion U 43.99 meV; U/kT 12.76
G2 at this U / strong-repulsion G2 0.9932
G2 at U=0 / strong-repulsion G2 0.6061
G2 at U/kT=30 / strong-repulsion G2 0.99991
G2 with spin / spinless G2 1.2444
phonon dressing exponent: zero-point 0.480, thermal 0.0163
change of ln K per kT of level energy 0.0481
one-trap G1 3.156e-07 S; G1/G2 0.0716
three-trap G3 (rough) 1.784e-06 S; G3/G2 0.4045
local exponent of closed G1+G2+G3 1.634
direct tunnelling (order of magnitude) 2.5e-16 S
eV/kT 0.145; field 5.00e-04 MV/cm
```
